# Graphene's Orbital Diamagnetism and the NMR Shifts of Finite Sheets: test program

```python
"""
Result under test: orbital susceptibility of a Dirac sheet (moment/area/tesla)
    chi = -(g e^2 v^2 / 6 pi) sech^2(mu/2kT) / (4kT)
g: spin-valley degeneracy, v: Dirac velocity, mu: chemical potential from the
Dirac point, T: temperature. Landau energies are +-sqrt(b n), b = 2 hbar e v^2 B.
Also tested: the nonlinear response and the field of finite magnetized sheets.
Lattice tests use hbar = e = hopping = bond length = 1, with kT called T.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.special import expit, gamma

ZETA_HALF = float(mp.zeta(-0.5))


def chi_formula(g, charge, velocity, mu, thermal_energy):
    kernel = 1 / (4 * thermal_energy * np.cosh(mu / (2 * thermal_energy))**2)
    return -g * charge**2 * velocity**2 / (6 * np.pi) * kernel


def landau_sum(y, m):
    """W and dW/dy; Omega = g (kT)^3 W/(4 pi hbar^2 v^2), y=b/(kT)^2, m=mu/kT.
    The filled sea enters through zeta(-1/2), particles and holes explicitly."""
    count = int((45 + abs(m))**2 / y) + 2
    energy = np.sqrt(y * np.arange(1, count + 1))

    def thermal(e):
        return -np.logaddexp(0, m - e) - np.logaddexp(0, -m - e)

    bracket = -ZETA_HALF * np.sqrt(y) + thermal(0.0) / 2 + thermal(energy).sum()
    occupation = expit(m - energy) + expit(-m - energy)
    slope = -ZETA_HALF * np.sqrt(y) / 2 + (energy * occupation).sum() / 2
    return y * bracket, bracket + slope


def linear_ratio(y, m):
    """M/B from the Landau sum divided by the linear-response value."""
    return 24 * landau_sum(y, m)[1] * np.cosh(m / 2)**2 / y


# Smooth cutoff of the filled sea gives the zeta constant.
cut = 1.0e4
n = np.arange(1, 450001)
sea = np.sum(np.sqrt(n) * np.exp(-n / cut)) - gamma(1.5) * cut**1.5
assert abs(sea - ZETA_HALF) < 1e-4

# Explicit Landau sums against the linear formula, at weak field.
for m in (0.0, 1.0, 2.0, 4.0):
    assert abs(linear_ratio(0.05, m) - 1) < 1e-3
# Weight in mu of the numerically obtained response: a unit delta function.
m_grid = np.linspace(-16, 16, 129)
response = np.array([6 * landau_sum(0.05, m)[1] / 0.05 for m in m_grid])
delta_weight = np.trapezoid(response, m_grid) if hasattr(np, "trapezoid") \
    else np.trapz(response, m_grid)
assert abs(delta_weight - 1) < 1e-3
# Cold neutral sheet: magnetization grows as the square root of the field.
growth = landau_sum(4.0e6, 0.0)[1] / landau_sum(1.0e6, 0.0)[1]
assert abs(growth - 2) < 0.01

# Honeycomb lattice, one flux quantum per q cells. Chiral symmetry reduces it
# to singular values of a cyclic bidiagonal matrix; bond phases are gauged away
# apart from a loop phase whose effect is exponentially small at this size.
q = 1600
cell_area = 3 * np.sqrt(3) / 2
v_lat = 1.5
field = 2 * np.pi / (q * cell_area)
b_lat = 2 * v_lat**2 * field
theta = 2 * np.pi * np.arange(q) / q + 0.3 / q
D = np.diag(2 * np.cos(theta / 2)) + np.diag(np.ones(q - 1), -1)
D[0, -1] = 1.0
squared = eigvalsh(D @ D.T)
assert abs(squared[0]) < 1e-8
for level in (1, 2, 3):
    pair = squared[2 * level - 1:2 * level + 1] / (level * b_lat)
    assert np.all(abs(pair - 1) < 0.03)
s_field = np.sqrt(np.clip(squared, 0, None))
k = 2 * np.pi * np.arange(1000) / 1000
s_zero = abs(1 + np.exp(1j * k)[:, None] + np.exp(1j * k)[None, :])


def lattice_change(T, mu):
    """Grand potential per cell and spin: with field minus without."""
    def pair_potential(s):
        return -T * (np.logaddexp(0, (mu - s) / T) + np.logaddexp(0, (mu + s) / T))
    return pair_potential(s_field).mean() - pair_potential(s_zero).mean()


cases = [(0.08, 0.0), (0.04, 0.0), (0.04, 0.08)]
chi_lat = [-2 * lattice_change(T, mu) / (cell_area * field**2) for T, mu in cases]
chi_dir = [chi_formula(2, 1, v_lat, mu, T) for T, mu in cases]
# Differences remove the common background; 3 percent covers the finite field
# and the weak variation of that background with energy.
ratio_T = (chi_lat[1] - chi_lat[0]) / (chi_dir[1] - chi_dir[0])
ratio_mu = (chi_lat[1] - chi_lat[2]) / (chi_dir[1] - chi_dir[2])
background = chi_lat[0] - chi_dir[0]

# Strongly quantized regime: full Landau sum against the lattice.
T_cold = 0.01
W_zero = quad(lambda e: -4 * e * np.log1p(np.exp(-e)), 0, 60)[0]
W_cold = landau_sum(b_lat / T_cold**2, 0.0)[0]
dirac_cold = 2 * T_cold**3 / (4 * np.pi * v_lat**2) * (W_cold - W_zero)
predicted = cell_area * (dirac_cold - background * field**2 / 2)
ratio_cold = lattice_change(T_cold, 0.0) / predicted

print("Lattice units: hbar = e = hopping = bond length = 1")
for (T, mu), lat, dirac in zip(cases, chi_lat, chi_dir):
    print(f"kT={T:.2f} mu={mu:.2f}: chi lattice {lat:.4f}, Dirac {dirac:.4f}")
print(f"lattice background (kT=0.08, mu=0): {background:.4f}")
print(f"lattice/Dirac, change with T: {ratio_T:.4f}")
print(f"lattice/Dirac, change with mu: {ratio_mu:.4f}")
print(f"lattice/Landau sum, kT=0.01: {ratio_cold:.4f}")
print(f"delta weight from Landau sums: {delta_weight:.6f}")
print(f"zeta(-1/2): {ZETA_HALF:.6f}")
assert abs(ratio_T - 1) < 0.03
assert abs(ratio_mu - 1) < 0.03
assert abs(ratio_cold - 1) < 0.03


def disc_factor(R, z):
    """Axial B_ind/(mu0 M) of a disc, M being moment per area (1/length)."""
    return R**2 / (2 * (R**2 + z**2)**1.5)


# Direct superposition of dipoles over discs of growing radius (height = 1).
for R in (0.5, 2.0, 20.0, 200.0):
    dipoles = quad(lambda r: 0.5 * r * (2 - r**2) / (r**2 + 1)**2.5,
                   0, R, epsabs=1e-12, limit=300)[0]
    assert abs(dipoles - disc_factor(R, 1.0)) < 1e-9
assert disc_factor(200.0, 1.0) < 0.02 * disc_factor(2.0, 1.0)

# Worked example in SI units, round model parameters.
e, hbar, kB, mu0 = const.e, const.hbar, const.k, const.mu_0
velocity, temperature = 1.0e6, 300.0
kT = kB * temperature
chi0 = chi_formula(4, e, velocity, 0.0, kT)
print(f"v = {velocity:.1e} m/s, T = {temperature:.0f} K")
print(f"kT = {kT / e * 1e3:.3f} meV")
print(f"thermal length hbar v/kT = {hbar * velocity / kT * 1e9:.2f} nm")
for mu_meV in (0, 50, 100, 200):
    chi = chi_formula(4, e, velocity, mu_meV * 1e-3 * e, kT)
    print(f"mu = {mu_meV} meV: chi = {chi:.4e} A/T, relative {chi / chi0:.5f}")
print(f"chi at mu=0 = {chi0 / (e**2 / const.m_e):.3f} atomic units (e^2/m_e)")
print(f"mu0*chi at mu=0 = {mu0 * chi0 * 1e12:.4f} pm")

print("Nonlinear response at mu=0: (M/B)/linear chi")
for temp, B in ((300, 1), (300, 10), (30, 10)):
    b = 2 * hbar * e * velocity**2 * B
    reduction = linear_ratio(b / (kB * temp)**2, 0.0)
    print(f"T={temp} K B={B} T: E1={np.sqrt(b) / e * 1e3:.2f} meV, "
          f"ratio={reduction:.4f}")
    if (temp, B) == (300, 10):
        reduction_nmr = reduction

R, d, z = 500e-9, 0.35e-9, 1.0e-9
print(f"R = {R * 1e9:.0f} nm, d = {d * 1e9:.2f} nm, z = {z * 1e9:.0f} nm")
single = mu0 * chi0 * disc_factor(R, z)
print(f"single disc, normal field, linear: {single * 1e6:.4f} ppm")
print(f"mu0*chi/d = {mu0 * chi0 / d * 1e6:.2f} ppm")
for sheets in (100, 3000):
    heights = (np.arange(sheets // 2) + 0.5) * d
    summed = 2 * mu0 * chi0 * disc_factor(R, heights).sum()
    L = sheets * d
    shape = L / np.sqrt(L**2 + 4 * R**2)
    assert abs(summed / (mu0 * chi0 / d * shape) - 1) < 1e-5
    print(f"stack of {sheets}: L = {L * 1e9:.0f} nm, shape factor {shape:.4f}")
    print(f"  normal field, linear: {summed * 1e6:.2f} ppm")
    print(f"  isotropic third, linear: {summed / 3 * 1e6:.2f} ppm")
    print(f"  normal field, B=10 T: {summed * reduction_nmr * 1e6:.2f} ppm")

print("all tests passed")
```

Output:

```
Lattice units: hbar = e = hopping = bond length = 1
kT=0.08 mu=0.00: chi lattice -0.6566, Dirac -0.7460
kT=0.04 mu=0.00: chi lattice -1.3957, Dirac -1.4921
kT=0.04 mu=0.08: chi lattice -0.5401, Dirac -0.6266
lattice background (kT=0.08, mu=0): 0.0895
lattice/Dirac, change with T: 0.9908
lattice/Dirac, change with mu: 0.9886
lattice/Landau sum, kT=0.01: 1.0000
delta weight from Landau sums: 1.000000
zeta(-1/2): -0.207886
v = 1.0e+06 m/s, T = 300 K
kT = 25.852 meV
thermal length hbar v/kT = 25.46 nm
mu = 0 meV: chi = -3.2879e-07 A/T, relative 1.00000
mu = 50 meV: chi = -1.4512e-07 A/T, relative 0.44139
mu = 100 meV: chi = -2.6369e-08 A/T, relative 0.08020
mu = 200 meV: chi = -5.7378e-10 A/T, relative 0.00175
chi at mu=0 = -11.668 atomic units (e^2/m_e)
mu0*chi at mu=0 = -0.4132 pm
Nonlinear response at mu=0: (M/B)/linear chi
T=300 K B=1 T: E1=36.28 meV, ratio=0.9979
T=300 K B=10 T: E1=114.74 meV, ratio=0.8912
T=30 K B=10 T: E1=114.74 meV, ratio=0.1602
R = 500 nm, d = 0.35 nm, z = 1 nm
single disc, normal field, linear: -0.4132 ppm
mu0*chi/d = -1180.48 ppm
stack of 100: L = 35 nm, shape factor 0.0350
  normal field, linear: -41.29 ppm
  isotropic third, linear: -13.76 ppm
  normal field, B=10 T: -36.80 ppm
stack of 3000: L = 1050 nm, shape factor 0.7241
  normal field, linear: -854.83 ppm
  isotropic third, linear: -284.94 ppm
  normal field, B=10 T: -761.84 ppm
all tests passed
```
